# Straight-line barrier error for a double well with a curved valley

## Problem

A ferroelectric cell switches between two polar states. Let $x$ be the polar displacement that reverses, and let $y$ be a nonpolar displacement that takes the same value in both states. The energy per cell is

$$V(x,y)=-Ax^2+Bx^4+\tfrac12 ky^2-g\,x^2y ,\qquad A,k,g>0 .$$

The coupling contains $x^2$ because reversing the polarization, $x\to-x$, must leave the energy unchanged. For a 12-atom cell take

- $A=240$ eV/nm², $B=86400$ eV/nm⁴,
- $k=1200$ eV/nm², $g=9600$ eV/nm³.

The two minima lie at $x=\pm a$ with $a=0.050$ nm, which the solution will confirm.

A quick way to estimate the switching barrier is to move all coordinates linearly from one minimum to the other and take the highest energy met, with no relaxation on the way. By how much does this exceed the true barrier, and what error follows for a thermal switching rate at 300 K and for the field that switches the cell uniformly?

## First estimate by scaling

At fixed $x$, the force on $y$ vanishes when $ky=gx^2$. The valley is therefore a parabola, and between the centre and a minimum it shifts sideways by

$$d=\frac{ga^2}{k}=\frac{9600\times0.0025}{1200}\ \text{nm}=0.020\ \text{nm}.$$

The straight path keeps $y=d$ throughout, so at $x=0$ it runs a distance $d$ up the valley wall. With numerical factors dropped, the cost is

$$\Delta\sim kd^2=1200\times(0.020)^2\ \text{eV}=0.48\ \text{eV}.$$

The double well has its own energy scale, set by the quadratic term:

$$E_0\sim Aa^2=240\times0.0025\ \text{eV}=0.60\ \text{eV}.$$

The error is thus comparable with the barrier itself: $\Delta/E_0\sim kd^2/(Aa^2)=0.8$. Scaling cannot vouch for the factors of order one.

## Exact solution

### The valley form of the energy

Complete the square in $y$:

$$\tfrac12ky^2-gx^2y=\tfrac12k\left(y-\frac{g}{k}x^2\right)^2-\frac{g^2}{2k}x^4 .$$

With $c=g/k$ the energy becomes

$$V=-Ax^2+B_rx^4+\tfrac12k\,(y-cx^2)^2,\qquad B_r=B-\frac{g^2}{2k}.$$

Relaxing $y$ lowers the quartic coefficient. Here $g^2/(2k)=38400$ eV/nm⁴, so $B_r=48000$ eV/nm⁴. The condition $B_r>0$ is essential: otherwise the energy falls without limit along $y=cx^2$, and higher-order terms would be needed to hold the minima.

The part that depends on $x$ alone can also be written as a square. Define

$$a^2=\frac{A}{2B_r},\qquad E_0=B_ra^4=\frac{A^2}{4B_r}.$$

Since $A=2B_ra^2$,

$$-Ax^2+B_rx^4=B_r(x^2-a^2)^2-B_ra^4 .$$

Measured from the bottom of the wells, the energy is therefore

$$W\equiv V+E_0=U(x)+\tfrac12k\,(y-cx^2)^2,\qquad U(x)=E_0\left(1-\frac{x^2}{a^2}\right)^2 .$$

Both terms are non-negative, and both vanish at $(\pm a,d)$ with $d=ca^2$. These are the minima. The numbers are $a^2=240/96000=0.0025$ nm², which confirms $a=0.050$ nm, and $E_0=240^2/(4\times48000)=0.30$ eV.

### The true barrier

The stationary points follow from

$$W_y=k(y-cx^2)=0,\qquad W_x=U'(x)-2kcx\,(y-cx^2)=0 .$$

The first equation removes the second term of the other, leaving

$$U'(x)=-\frac{4E_0x}{a^2}\left(1-\frac{x^2}{a^2}\right)=0 ,$$

so $x=0$ or $x=\pm a$. At the origin the second derivatives are $W_{xx}=-4E_0/a^2$, $W_{yy}=k$ and $W_{xy}=0$. One is negative and one positive, so the origin is a saddle, at height $W=E_0$.

No path can do better. Any continuous path between the wells must cross $x=0$, where

$$W(0,y)=E_0+\tfrac12ky^2\ge E_0 .$$

The path along $y=cx^2$ has energy $U(x)\le E_0$ and reaches this bound. The true barrier is therefore $E_0=0.30$ eV. A numerical search that assumes no path agrees: on a grid of $561\times561$ points covering $|x|\le0.07$ nm and $-0.02\le y\le0.05$ nm, the two wells first join at 0.3000 eV.

### The straight path

Both minima have $y=d$, so the straight path is $y=d=ca^2$, and its distance from the valley floor is

$$y-cx^2=c(a^2-x^2)=d\left(1-\frac{x^2}{a^2}\right).$$

Inserting this in $W$ gives

$$W(x,d)=\left(E_0+\tfrac12kd^2\right)\left(1-\frac{x^2}{a^2}\right)^2 .$$

The maximum is at $x=0$, and the overestimate is

$$\boxed{\;\Delta=\tfrac12kd^2=\frac{g^2a^4}{2k}\;}$$

For the cell, $\Delta=\tfrac12\times1200\times(0.020)^2=0.24$ eV, or 60 meV per formula unit, since the cell holds four. The straight path gives 0.54 eV in place of 0.30 eV.

The ratio has a compact form. Since $E_0=B_ra^4$ and $\Delta=(B-B_r)a^4$,

$$R=\frac{E_0+\Delta}{E_0}=\frac{B}{B_r}=\frac{86400}{48000}=1.80 .$$

Holding $y$ fixed leaves the bare quartic coefficient $B$ in force, whereas letting it relax replaces $B$ by $B_r$. The wells are equally far apart in both cases, so the barriers stand in the ratio of these coefficients.

The formulas were also compared with a direct numerical search for minima, saddle and line maximum on 12 random surfaces. The ranges were $A=100$ to 400 eV/nm², $B=6\times10^4$ to $1.5\times10^5$ eV/nm⁴, $k=600$ to 2000 eV/nm² and $g^2/(2kB)=0.1$ to 0.7. The largest relative difference was about $10^{-15}$, which is rounding error.

### Limits

What a stiff valley does depends on what is held fixed. At fixed valley shape, meaning fixed $c$, $a$ and $E_0$, the error $\Delta=\tfrac12kc^2a^4$ grows in proportion to $k$: the valley is equally curved, but its wall is steeper. At fixed $A$, $B$ and $g$, a larger $k$ straightens the valley, and $\Delta$ tends to zero. As $B_r\to0^+$ at fixed $B$, the ratio $R$ grows without bound.

The straight-path profile is $R$ times the valley-floor profile at every $x$, so its shape gives no warning of the error. A coarse interpolation can also hide part of it. With two intermediate points, at $x=\pm a/3$, the highest sampled energy is $(8/9)^2=64/81$ of the straight-path maximum.

## Comparison of the two

| Quantity | Scaling | Exact |
|---|---|---|
| True barrier | $Aa^2=0.60$ eV | $\tfrac12Aa^2=0.30$ eV |
| Overestimate | $kd^2=0.48$ eV | $\tfrac12kd^2=0.24$ eV |
| Their ratio | 0.8 | 0.8 |

Each energy was estimated too high by a factor of two, for different reasons. In the barrier, the quartic term returns half of the quadratic gain: $-Aa^2+B_ra^4=-\tfrac12Aa^2$, because $B_ra^2=A/2$. In the overestimate, the restoring force grows linearly from zero to $kd$, so its mean over the distance $d$ is $\tfrac12kd$. The two factors cancel in the ratio. That agreement belongs to this polynomial and is not a general property of scaling estimates.

## The valley floor and the steepest-descent path

The curve $y=cx^2$ was used to find the barrier, but it is not the path of steepest descent. On it $W_y=0$, so the gradient points along $x$, while the curve itself is inclined.

To find the descent path near the saddle, let both coordinates have the same mass and follow

$$\dot x=-W_x,\qquad \dot y=-W_y ,$$

where the dot is a derivative with respect to a parameter along the path. The path leaves along $x$ and, by the symmetry $x\to-x$, starts as $y=\kappa x^2$. To leading order $\dot x=(4E_0/a^2)x$. Then

$$\dot y=2\kappa x\dot x=\frac{8E_0}{a^2}\kappa x^2,\qquad -W_y=k(c-\kappa)x^2 .$$

Equating the two gives

$$\kappa=\frac{ck}{k+8E_0/a^2}=\frac{8.00\times1200}{1200+960}\ \text{nm}^{-1}=4.44\ \text{nm}^{-1},$$

compared with $c=8.00$ nm⁻¹ for the valley floor. Numerical integration gives $y/x^2=4.45$ nm⁻¹ at $x=0.002$ nm. The two curves separate by at most 0.003 nm in $y$ and meet again at the minima. Both pass through the same saddle, so the barrier is the same on either. Relaxing an interpolated path until it passes through the saddle removes the error $\Delta$.

## Consequence for the thermal rate

In classical harmonic rate theory the prefactor is the product of the frequencies at the minimum divided by the real frequency at the saddle, over $2\pi$. At a minimum,

$$W_{xx}=\frac{8E_0}{a^2}+4kc^2a^2,\quad W_{xy}=\mp2kca,\quad W_{yy}=k .$$

In the determinant the coupling terms cancel:

$$W_{xx}W_{yy}-W_{xy}^2=\frac{8E_0k}{a^2}.$$

For equal masses $m$ the product of the two frequencies is the square root of this divided by $m$. The real saddle frequency is $\sqrt{k/m}$. Hence

$$\nu=\frac1{2\pi}\sqrt{\frac{8E_0}{ma^2}} .$$

With four oxygen atoms moving, $m=64$ u and $\nu=6.05$ THz. At given $E_0$ and $a$ the prefactor does not depend on the coupling. If the same prefactor is used with both barriers, the straight path makes the rate of a single cell too small by

$$e^{\Delta/k_BT}=e^{0.24/0.02585}\approx1.1\times10^4 .$$

Quantum effects are far smaller. With $u=\hbar\omega/k_BT$, a harmonic mode has the quantum partition function $1/[2\sinh(u/2)]$ and the classical one $1/u$. Each mode at the minimum therefore multiplies the rate by $\sinh(u/2)/(u/2)$, and the real mode at the saddle divides it by the same expression. Tunnelling through a parabolic barrier of frequency $\omega_b=\sqrt{4E_0/(ma^2)}$ multiplies the rate by the integral of the transmission probability over energy with Boltzmann weight. For a classical particle, which crosses only above the barrier top, this integral is 1. With $z$ the energy above the barrier top in units of $k_BT$ and $u_b=\hbar\omega_b/k_BT$, this is

$$\int_{-\infty}^{\infty}\frac{e^{-z}\,dz}{1+e^{-2\pi z/u_b}}=\frac{u_b/2}{\sin(u_b/2)} .$$

It equals 1.02 at 300 K. It diverges at $u_b=2\pi$, which here means 33 K, and the formula fails at and below that temperature. All quantum factors together raise the rate at 300 K by about 9% relative to the classical value.

## Consequence for the switching field

A field $F$ along $x$ adds $-qFx$, where $q$ is the effective charge of the cell. Start in the well at $x=-a$ with $F>0$. If $y$ is free to follow, the stationary points still have $y=cx^2$, and

$$U'(x)=qF .$$

Put $x=-as$. Then $U'=(4E_0/a)(s-s^3)$, which is largest at $s=1/\sqrt3$, where $s-s^3=2/(3\sqrt3)$. Above this value of $qF$ the starting well no longer exists:

$$F_c=\frac{8E_0}{3\sqrt3\,qa}.$$

For $q=8e$,

$$F_c=\frac{8\times0.30}{3\sqrt3\times8\times0.050}\ \text{V/nm}=1.155\ \text{V/nm}=11.55\ \text{MV/cm}.$$

If $y$ is instead held at $d$, the energy along $x$ is $RU(x)$, and the field rises to $RF_c=20.8$ MV/cm. In overdamped numerical motion the cell stayed in its well at 0.99 of each critical field and left it at 1.01. Both values hold for a field that is raised slowly at zero temperature, or for so many cells reversing together that thermal crossing is negligible. An isolated cell at 300 K crosses without any field in about $1/(\nu e^{-E_0/k_BT})\approx18$ ns, so in a slow ramp it switches thermally far below $F_c$. If the field is switched on suddenly and the damping is weak, the cell gains kinetic energy and can cross at a lower field.

The clamped case also shows when 0.54 eV is more than an artefact. If the surroundings really hold $y$ at $d$ during the reversal, it is the barrier of that constrained cell.

## How the model stands beside hafnia

The parameters are round values in the rough regime of ferroelectric hafnia, not a calculation of that material. With a cell volume of 0.134 nm³, the polarization is $qa/(0.134\ \text{nm}^3)=47.8$ µC/cm², of the size expected for a fully aligned crystal. The uniform switching field is far from typical: films switch at roughly 1 to 2 MV/cm, and 11.55 MV/cm lies well above a rough breakdown field of 4 MV/cm. One assumption that fails is uniform reversal. A grain of 10 nm edge holds about 7460 cells, and reversing them together without a field would cost $7460\times0.30\approx2240$ eV. A field of 2 MV/cm lowers the barrier per cell only to about 0.22 eV, which still leaves roughly 1700 eV for the grain, far out of thermal reach. Real films switch through small reversed regions and moving domain walls, at fields about 6 to 12 times lower than the uniform field found here. How much of that gap is due to the domain walls, and how much to the round parameters, is not calculated here. The barrier for such a process needs its own calculation, and $\Delta$ for a single cell should not be carried over to it.

The value of $\Delta$ itself rests on a wall that is harmonic and equally stiff all along the valley. If the stiffness is 30% higher or lower at $x=0$, and varies gradually enough along the valley that the straight path still peaks there, $\Delta$ changes by 30% as well. To see the effect of the harmonic form, replace it by a Morse form with the same stiffness at the valley floor,

$$\frac{k}{2\alpha^2}\left(1-e^{\mp\alpha(y-cx^2)}\right)^2,\qquad \alpha=15\ \text{nm}^{-1}.$$

The minima and the saddle stay where they were, and the straight path still peaks at $x=0$. The overestimate becomes 0.18 eV for the upper sign, where the wall softens, and 0.33 eV for the lower sign, where it hardens. Relative to 0.24 eV these are changes of about $-25\%$ and $+36\%$, so for a real crystal even the first digit of $\Delta$ is uncertain until the stiffness and shape of the wall are known. Depolarizing fields, strain imposed by the electrodes and the temperature dependence of the coefficients are also left out, and their effect is not estimated here. The full set of values is in the numerical output below.

## Computed values

```
largest relative error, 12 random surfaces: 8.9e-16
INPUTS (rough hafnia regime, per 12-atom cell)
true barrier E0 set: 0.30 eV
half distance of minima a: 0.050 nm
valley shift d: 0.020 nm
transverse stiffness k: 1200 eV/nm^2
effective charge q: 8 e
cell volume: 0.134 nm^3
moving mass: 64 u
temperature: 300 K, kT = 0.02585 eV
SURFACE
valley curvature coefficient c: 8.00 1/nm
A: 240.0 eV/nm^2
B: 86400 eV/nm^4
renormalized Br: 48000 eV/nm^4
g: 9600 eV/nm^3
polarization at minimum: 47.8 uC/cm^2
BARRIERS (numerical search)
true saddle barrier: 0.3000 eV
grid connection level: 0.3000 eV
straight-line barrier: 0.5400 eV
overestimate: 0.2400 eV per cell
overestimate: 60.0 meV per formula unit
straight-line / true barrier: 1.8000
rate too small by factor: 1.08e+04
DESCENT PATH
y/x^2 near saddle, integrated: 4.447 1/nm
y/x^2 at saddle, formula: 4.444 1/nm
largest y gap to valley floor: 0.00291 nm
UNIFORM SWITCHING FIELD
y free: 11.55 MV/cm
y clamped: 20.78 MV/cm
rough breakdown field (input): 4 MV/cm
NEGLECTED EFFECTS
cells in grain of edge 10 nm: 7463
uniform grain barrier: 2239 eV
Morse parameter (input): 15 1/nm
overestimate, softening wall: 0.179 eV
overestimate, hardening wall: 0.326 eV
attempt frequency: 6.05 THz
tunnelling crossover temperature: 32.7 K
tunnelling factor at 300 K: 1.020
total quantum rate factor at 300 K: 1.092
```
